# One vacancy in an armchair nanotube

A metallic $(n,n)$ nanotube carries current at its Fermi level through two channels, each spread evenly over the $2n$ atoms of a ring. Two simple estimates of the effect of one missing atom go wrong. The geometric one says that a fraction $1/2n$ of the cross-section is blocked, so the loss should vanish for wide tubes. The Born approximation for an on-site potential $U$ gives a loss of order $U^2/n^2t^2$, which diverges for a vacancy, where $U\to\infty$. In the nearest-neighbour pi-orbital model the loss at the Fermi level is exactly one channel for every $n$, while the width in energy of the dip depends on the diameter.

## The question

Use Hartree atomic units ($\hbar=e=1$, $h=2\pi$). Each carbon carries one orthogonal pi orbital with on-site energy $0$ and hopping $-t$ ($t>0$) to its three nearest neighbours at distance $d$. Lattice relaxation and electron interaction are neglected, and both spins are equivalent. The tube consists of rings $l\in\mathbb Z$ spaced by $\sqrt3 d/2$. Ring $l$ holds $n$ dimers labelled by $X=3j+3l/2$, $j=0,\dots,n-1$, with atom A at circumferential position $X$ and atom B at $X+1$, in units of $d$ and modulo $3n$. The zero-temperature conductance is given by the Landauer formula $G=G_0T(E_F)$, with $G_0=2e^2/h=1/\pi$, $T=\mathrm{Tr}\,\tau^\dagger\tau$, and $\tau$ the transmission matrix between unit-flux modes.

(a) Find the bands, the Fermi level and the energy window with two open channels.

(b) Find the retarded Green function $g(E)$ of the perfect tube on one A atom.

(c) Remove that atom, find $T(E)$ in the window and show that $T(0)=1$ for every $n$.

(d) Find the width of the dip.

(e) Evaluate the results for $n=10$, $t=0.1$ hartree, $d=2.68$ bohr.

(f) Treat a finite on-site potential and a finite temperature, and say when the result fails.

## (a) Bands and channels

The A atom at $(l,X)$ is bonded to the B of its own dimer and to the B atoms at position $X-\tfrac12$ in rings $l\pm1$, whose dimers have label $X-\tfrac32$. The eigenvalue equation on that atom is

$$E\,a(l,X)=-t\left[b(l,X)+b(l+1,X-\tfrac32)+b(l-1,X-\tfrac32)\right].$$

Put $a(l,X)=a_l\,e^{i\kappa X}/\sqrt n$ and $b(l,X)=b_l\,e^{i\kappa X}/\sqrt n$. Periodicity under $X\to X+3n$ requires $\kappa=2\pi q/3n$, and $q=0,\dots,n-1$ gives $n$ orthogonal functions on each sublattice of each ring, a complete set. With $\phi_q=3\kappa/2=\pi q/n$,

$$E a_l=-t\left[b_l+e^{-i\phi_q}(b_{l+1}+b_{l-1})\right],\qquad E b_l=-t\left[a_l+e^{i\phi_q}(a_{l+1}+a_{l-1})\right],$$

the second equation being the Hermitian partner of the first. For $a_l,b_l\propto e^{i\theta l}$ the Hamiltonian is the $2\times2$ matrix with zero diagonal and upper off-diagonal element $h_q=-t(1+2\cos\theta\,e^{-i\phi_q})$. Then $E^2=|h_q|^2=t^2(1+4\cos\theta\cos\phi_q+4\cos^2\theta)$. Writing $1=\cos^2\phi_q+\sin^2\phi_q$ completes the square:

$$E^2=t^2\left[(2\cos\theta+\cos\phi_q)^2+\sin^2\phi_q\right].$$

The spectrum is symmetric about zero, and with one electron per atom it is half filled, so $E_F=0$. The first bracket vanishes at $\cos\theta=-\tfrac12\cos\phi_q$, which always has solutions, so sector $q$ has no states for $|E|<t\sin\phi_q$. The smallest of these thresholds among $q\ne0$ is $t\sin(\pi/n)$.

For $q=0$, adding and subtracting the two equations decouples $(a_l\pm b_l)/\sqrt2$ into two chains with basis states $|\pm,l\rangle=(2n)^{-1/2}\sum_j(|A,l,j\rangle\pm|B,l,j\rangle)$ and bands $E_\pm=\mp t(1+2\cos\theta)$. The group velocities $dE/d\theta$, in rings per unit time, are $\pm2t\sin\theta$. The right mover therefore has $\theta_+\in(0,\pi)$ in the $+$ chain and $\theta_-\in(-\pi,0)$ in the $-$ chain. Since $2t\cos\theta=\mp(E\pm t)$, the speeds are

$$v_\pm=\sqrt{4t^2-(E\pm t)^2}.$$

Both are real for $|E|<t$. Hence for $|E|<t\sin(\pi/n)$ exactly two channels are open and the perfect tube has $T=2$. (The case $n=1$, a formal graph and no real tube, has only $q=0$ and the window $|E|<t$.) For $n\ge3$, just beyond the edge the sectors $q=1$ and $q=n-1$ open with two band minima each, and $T$ jumps to $6$.

## (b) The Green function

One integral is needed. For $z$ off the segment $[-2,2]$ and $l\ge0$, put $w=e^{i\theta}$, $d\theta=dw/iw$:

$$F_l(z)=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{e^{i\theta l}}{z-2\cos\theta}=\oint\frac{dw}{2\pi i}\frac{w^l}{zw-w^2-1}=-\oint\frac{dw}{2\pi i}\frac{w^l}{(w-\lambda)(w-1/\lambda)},$$

where $\lambda+1/\lambda=z$ and $|\lambda|<1$. Only $w=\lambda$ lies inside the unit circle, and $\theta\to-\theta$ shows that $F_l$ is even in $l$, so $F_l=\lambda^{|l|}/(1/\lambda-\lambda)$. Since $(1/\lambda-\lambda)^2=z^2-4$ and $1/\lambda\approx z$ at large $z$, the value $F\equiv F_0$ for $\mathrm{Im}\,z>0$ is

$$F(z)=\frac{1}{\sqrt{z-2}\,\sqrt{z+2}}$$

with principal roots, because this product is analytic in the upper half-plane and behaves as $z$ at infinity. Merging it into the principal root of $z^2-4$ gives the wrong sign when $\mathrm{Re}\,z<0$. The defining integral shows that $\mathrm{Im}\,F<0$ for $\mathrm{Im}\,z>0$.

On the segment, let $z=2\cos\alpha+i0$ with $0<\alpha<\pi$, and $\lambda=e^{i(\beta+i\delta)}$ with $\delta\to0^+$ so that $|\lambda|<1$. Then $z=2\cos\beta-2i\delta\sin\beta$, and a positive imaginary part forces $\beta=-\alpha$. Thus $1/\lambda-\lambda=2i\sin\alpha$ and $F_l=-ie^{-i\alpha|l|}/(2\sin\alpha)$.

For the $-$ chain, $E-E_-=t(z-2\cos\theta)$ with $z=(E-t)/t$, so $2t\sin\alpha=v_-$ and $\theta_-=-\alpha$. For the $+$ chain, $E-E_+=t(z+2\cos\theta)$ with $z=(E+t)/t$. The shift $\theta\to\theta+\pi$ restores the standard form and adds $(-1)^l=e^{i\pi|l|}$, so the phase per ring is $\pi-\alpha=\theta_+$. Both chains give an outgoing wave:

$$G_c(l)=\langle c,l|G|c,0\rangle=-\frac{i}{v_c}\,e^{i\theta_c|l|},\qquad c=\pm .$$

Let $|0\rangle$ be the A atom at $l=0$, $X=0$. It has amplitude $n^{-1/2}$ in every sector and $G$ does not mix sectors, so $g=\frac1n\sum_qg_q$. Inverting the $2\times2$ matrix $E-H$ gives the AA element $E/(E^2-|h_q|^2)$, and $g_q$ is its average over $\theta$. For $q=0$ the A state is the sum of the two chain states over $\sqrt2$, so

$$g_0=\tfrac12\left[G_+(0)+G_-(0)\right]=-\frac i2\left(\frac1{v_+}+\frac1{v_-}\right).$$

For $q\neq0$ set $\varepsilon=E/t$ and $\mu_q=\sqrt{\sin^2\phi_q-\varepsilon^2}>0$. After $\theta\to\theta+\pi$ the denominator is $-t^2(y^2+\mu_q^2)$ with $y=\cos\phi_q-2\cos\theta$. Since $1/(y^2+\mu^2)=-\mu^{-1}\,\mathrm{Im}\,[1/(y+i\mu)]$, the two minus signs cancel:

$$g_q=\frac{\varepsilon}{t\mu_q}\,\mathrm{Im}\,F(\cos\phi_q+i\mu_q).$$

This is real, odd in $E$ and of the opposite sign to $E$. Also $g_{n-q}=g_q$, because $\cos\phi_q\to-\cos\phi_q$ is undone by $\theta\to\theta+\pi$. Between different rings, the partial fractions $1/(y\mp i\mu)$ give $F_l(\cos\phi_q\mp i\mu_q)\propto\lambda^{|l|}$ with $|\lambda|<1$, and the factor $h_q^*$ in the BA element only shifts $l$ by $0,\pm1$. These sectors decay and carry no flux. Writing $g=\Delta-i\gamma$,

$$\Delta=\frac1n\sum_{q=1}^{n-1}g_q,\qquad \gamma=\frac1{2n}\left(\frac1{v_+}+\frac1{v_-}\right),\qquad \Delta(0)=0,\qquad\gamma(0)=\frac1{\sqrt3\,nt},$$

using $v_\pm(0)=\sqrt3\,t$.

The zero of $\Delta$ comes from sublattice symmetry. Let $\Sigma=+1$ on A and $-1$ on B. Every bond joins A to B, so $\Sigma H\Sigma=-H$ and $\Sigma G(z)\Sigma=(z+H)^{-1}=-G(-z)$. The diagonal element gives $g(E+i0)=-g(-E-i0)=-g(-E+i0)^*$. The real part is odd, the imaginary part is even, and since $g(0)$ is finite, $\Delta(0)=0$.

## (c) Scattering by the vacancy

Add $U|0\rangle\langle0|$ to $H$. The Dyson equation is $G'=G+G|0\rangle U\langle0|G'$. Projecting on $\langle0|$ gives $\langle0|G'=\langle0|G+gU\langle0|G'$, so $\langle0|G'=\langle0|G/(1-Ug)$ and

$$G'=G+G|0\rangle\,\mathcal T\,\langle0|G,\qquad \mathcal T=\frac{U}{1-Ug}=\frac1{1/U-g}.$$

The limit $U\to\infty$ is the removal of the atom. Eliminating site $0$ leaves on the remaining sites $P$ the function $[E-H_{PP}-H_{P0}H_{0P}/(E-U)]^{-1}$, which tends to $(E-H_{PP})^{-1}$, the Green function of the tube without that atom. For the vacancy, therefore, $\mathcal T=-1/g$.

A wave of amplitude $A$ in chain $c$ carries flux $|A|^2v_c$, so the unit-flux incoming mode is $\varphi_{c'}=\sum_l v_{c'}^{-1/2}e^{i\theta_{c'}l}|c',l\rangle$. Its amplitude on site $0$ is $u_{c'}=(2nv_{c'})^{-1/2}$. The same projection applied to the Lippmann-Schwinger equation $\psi=\varphi+G|0\rangle U\langle0|\psi\rangle$ gives $\psi=\varphi+G|0\rangle\mathcal T\langle0|\varphi\rangle$. Far from the vacancy only $q=0$ survives, and with $\langle c,0|0\rangle=(2n)^{-1/2}$,

$$\langle c,l|G|0\rangle=-\frac{i\,e^{i\theta_c|l|}}{v_c\sqrt{2n}}=-iu_c\,\frac{e^{i\theta_c|l|}}{\sqrt{v_c}} .$$

Reading off the coefficients of the unit-flux outgoing waves for $l\to+\infty$ and $l\to-\infty$ gives the transmission and reflection matrices

$$\tau_{cc'}=\delta_{cc'}-i\mathcal T u_cu_{c'},\qquad \rho_{cc'}=-i\mathcal Tu_cu_{c'} .$$

The length of $u$ is fixed by part (b): $u_+^2+u_-^2=\gamma$. With the unit vector $\hat u=u/\sqrt\gamma$ and $\mathcal T=-1/g$,

$$\tau=1+\frac{i\gamma}{\Delta-i\gamma}\,\hat u\hat u^{\mathsf T},\qquad \rho=\frac{i\gamma}{\Delta-i\gamma}\,\hat u\hat u^{\mathsf T}.$$

The scattering has rank one. The mixture of channels orthogonal to $\hat u$ has zero amplitude on the vacant site, and for it $\tau=1$, $\rho=0$. The mixture along $\hat u$ has

$$\tau_\parallel=1+\frac{i\gamma}{\Delta-i\gamma}=\frac{\Delta}{\Delta-i\gamma},\qquad \rho_\parallel=\frac{i\gamma}{\Delta-i\gamma},$$

and $|\tau_\parallel|^2+|\rho_\parallel|^2=1$, so flux is conserved. The two eigenvectors are orthonormal, so the trace is the sum of squared moduli:

$$T(E)=1+\frac{\Delta^2}{\Delta^2+\gamma^2},\qquad |E|<t\sin(\pi/n).$$

At $E=0$, $\Delta=0$ and $\gamma\ne0$, so $T(0)=1$ and $G=G_0$ for every $n$. The diameter drops out because $uu^{\mathsf T}\propto1/n$ while $|\mathcal T(0)|=1/\gamma(0)=\sqrt3\,nt$ grows as $n$. The geometric estimate contains only the weight $1/2n$ of a channel on one atom and misses the growth of $\mathcal T$. An atom removed elsewhere gives the same $T$. On any other A site the $u_c$ change only by phases, and on a B site $u_-$ changes sign, while the BB element of the $2\times2$ inverse equals the AA element, so $g$ is unchanged.

This does not mean that one band is blocked and the other passes. At $E=0$, $\hat u=(1,1)/\sqrt2$ and $i\gamma/g=-1$, so $\tau_{++}=\tau_{--}=\tfrac12$ and $\tau_{+-}=\tau_{-+}=-\tfrac12$. All four probabilities are $\tfrac14$. The open channel is $(\varphi_+-\varphi_-)/\sqrt2$. With $\theta_\pm=\pm2\pi/3$ its A amplitude is proportional to $e^{2\pi il/3}-e^{-2\pi il/3}\propto\sin(2\pi l/3)$ and its B amplitude to $\cos(2\pi l/3)$. It vanishes on the A atoms of ring $0$ and so solves the equations with or without the atom. Its survival follows from counting, since one site can couple to only one combination of two channels. It is not topological protection.

## (d) Width of the dip

For $n\ge2$ every $g_q$ with $q\ne0$ has the sign of $-E$, so $\Delta\neq0$ and $T>1$ away from $E=0$. For $n=1$, $\Delta$ vanishes identically and $T=1$ throughout. For $n\ge3$, at the window edge $\mu_1\to0$ while $\mathrm{Im}\,F(\cos\phi_1+i0)\ne0$ and $\gamma$ stays finite, so $|\Delta|\to\infty$ and $T\to2$.

To first order in $E$, $\mu_q\to\sin\phi_q$ and $\cos\phi_q+i\mu_q\to e^{i\phi_q}$:

$$\Delta\approx-\frac{S_nE}{t^2},\qquad S_n=\frac1n\sum_{q=1}^{n-1}\frac{f(\phi_q)}{\sin\phi_q},\qquad f(\phi)=-\mathrm{Im}\,F(e^{i\phi}).$$

Since $\gamma$ is even in $E$, $\gamma\approx\gamma(0)$ to this order. The half width, where $T=\tfrac32$ and $|\Delta|=\gamma$, is then $E_{1/2}\approx t/(\sqrt3\,nS_n)$.

For large $n$, note that $F(\pm1+i0)=-i/\sqrt3$, so $f(0)=f(\pi)=1/\sqrt3$. The function $f$ is smooth on $[0,\pi]$, hence $(f-1/\sqrt3)/\sin\phi$ is bounded and continuous and its contribution to $S_n$ is a Riemann sum tending to a constant. In the remainder, $1/\sin\phi=1/\phi+1/(\pi-\phi)$ plus a bounded continuous function, and each singular term gives $\frac1n\sum_q n/(\pi q)=\frac1\pi\ln n+\text{const}+o(1)$. Therefore

$$S_n=\frac{2}{\sqrt3\,\pi}\ln n+\text{const}+o(1).$$

The coefficient is $0.367553$. Multiplied by $\ln2$ it gives $0.254768$, and the computed $S_{2000}-S_{1000}$ is $0.254768$. The dip narrows as $1/(n\ln n)$. Its ratio to the window $\approx\pi t/n$ is $1/(\sqrt3\pi S_n)\sim1/(2\ln n)$, which tends slowly to zero, so the linear estimate improves with $n$.

## (e) The (10,10) tube

The inputs $t=0.1$ hartree ($2.7211$ eV) and $d=2.68$ bohr are chosen, roughly typical of sp² carbon. The circumference is $3nd$, so the diameter is $30\times2.68/\pi=25.592$ bohr. The window is $0.1\sin(\pi/10)=0.030902$ hartree, or $0.8409$ eV.

At $E=0$, $v_\pm=0.173205$, $\gamma=\frac1{20}\cdot\frac{2}{0.173205}=0.577350$ hartree$^{-1}$, $\Delta=0$ and $T=1$. The conductance is $0.318310$ a.u., or $77.481\ \mu$S, and the resistance doubles from $6.4532$ to $12.9064$ k$\Omega$.

At $E=0.005$ hartree, $\varepsilon=0.05$. The speeds are $v_+=\sqrt{0.04-0.105^2}=0.170220$ and $v_-=\sqrt{0.04-0.095^2}=0.175997$, so $\gamma=\frac1{20}(1/0.170220+1/0.175997)=0.57783$ hartree$^{-1}$. For $q=1$, $\mu_1=\sqrt{0.30902^2-0.05^2}=0.30495$ and $g_1=\frac{0.05}{0.1\times0.304945}\times(-0.553239)=-0.90711$ hartree$^{-1}$. The five distinct terms are:

| $q$ | $\mu_q$ | $\mathrm{Im}\,F$ | $g_q$ (hartree$^{-1}$) |
|---|---|---|---|
| 1, 9 | 0.304945 | −0.553239 | −0.907112 |
| 2, 8 | 0.585655 | −0.508387 | −0.434033 |
| 3, 7 | 0.807470 | −0.473397 | −0.293136 |
| 4, 6 | 0.949741 | −0.453602 | −0.238803 |
| 5 | 0.998749 | −0.447325 | −0.223943 |

Then $\Delta=-\frac1{10}[2(0.907112+0.434033+0.293136+0.238803)+0.223943]=-0.397011$ hartree$^{-1}$ and

$$T=1+\frac{0.397011^2}{0.397011^2+0.577832^2}=1.32068 .$$

The channel probabilities add to the same value, $0.48489+0.49623+2\times0.16978=1.32068$, and $G=102.328\ \mu$S. A shift of $E_F$ by $0.1361$ eV thus reopens about a third of the blocked channel. At fractions $0.1$, $0.5$ and $0.999$ of the window, $T$ is $1.15164$, $1.83834$ and $1.99951$.

The linear estimate of the half width is $0.1/(\sqrt3\times10\times0.78779)=0.007329$ hartree, against the exact root $0.007220$. For other diameters, with energies in hartree:

| $n$ | window | $S_n$ | $E_{1/2}$ | estimate | $T(0)$ |
|---|---|---|---|---|---|
| 5 | 0.058779 | 0.53653 | 0.020606 | 0.021522 | 1.00000 |
| 10 | 0.030902 | 0.78779 | 0.007220 | 0.007329 | 1.00000 |
| 20 | 0.015643 | 1.04178 | 0.002753 | 0.002771 | 1.00000 |
| 40 | 0.007846 | 1.29636 | 0.001110 | 0.001113 | 1.00000 |

The estimate lies above the exact value in each row. Two corrections compete. By part (b), $|g_q|/|E|$ is the average over $\theta$ of $1/[t^2(y^2+\mu_q^2)]$, which rises as $\mu_q$ shrinks, so $|\Delta|$ grows faster than linearly and narrows the dip. The rise of $\gamma$ with $|E|$ widens it. For $n=10$ at $E=0.005$ hartree, $|\Delta|=0.397011$ exceeds its linear value $0.78779\times0.005/0.1^2=0.39390$ by $0.8\%$ of the latter, while $\gamma=0.577832$ exceeds $\gamma(0)=0.577350$ by only $0.08\%$ of $\gamma(0)$, so the first correction dominates there.

## (f) Finite potential, finite temperature, failures

For finite $U$, $\mathcal T=1/(1/U-\Delta+i\gamma)$ and the scattered eigenvalue is $1-i\gamma\mathcal T=(1/U-\Delta)/(1/U-\Delta+i\gamma)$. At $E=0$,

$$T(0)=1+\frac{U^{-2}}{U^{-2}+\gamma(0)^2}=2-\frac{\gamma(0)^2}{U^{-2}+\gamma(0)^2}=2-\frac{1}{1+3n^2t^2/U^2}.$$

For $|U|\ll nt$ the loss is $U^2/3n^2t^2$, the Born behaviour, and for $|U|\gg nt$ it tends to one channel. The limits $U\to\infty$ and $n\to\infty$ do not commute. With $U=1$ hartree and $n=10$, $3n^2t^2/U^2=3$ and $T(0)=2-\tfrac14=1.75$. For $n=5$, $20$ and $40$ the values are $1.42857$, $1.92308$ and $1.97959$. Modelling a vacancy by a potential of ten times the hopping is therefore already badly wrong at $n=10$. The dip to $T=1$ still exists for $n\ge3$, since $\Delta$ runs continuously from $+\infty$ to $-\infty$ across the window and must equal $1/U$ somewhere, but for repulsive $U$ that point lies below $E=0$.

At temperature $\Theta$ the linear conductance averages $T$ over the thermal window, $G/G_0=\int T(E)(-\partial f_F/\partial E)\,dE$, with $f_F$ the Fermi function. When $k_B\Theta\ll t\sin(\pi/n)$, the weight outside the window is exponentially small. For $n\ge2$ the weight is positive and $T>1$ off zero inside the window, with an excess of order $(k_B\Theta/E_{1/2})^2$ at low temperature, so $G>G_0$ in this regime. The statement does not extend to arbitrary $\Theta$, since $T=0$ for $|E|>3t$. The values below integrate over $|E|<15k_B\Theta$, which lies inside the window in each case. At $300$ K, $k_B\Theta=9.50\times10^{-4}$ hartree, and $G/G_0$ is $1.0063$, $1.0465$ and $1.1955$ for $n=5$, $10$ and $20$. The excess grows as $E_{1/2}$ falls toward $k_B\Theta$. The result $G=G_0$ for every $n$ holds at zero temperature and $E_F=0$ exactly.

Two ingredients carried the proof, and each can fail in a real tube. Pinning the zero of $\Delta$ at $E=0$ used $\Sigma H\Sigma=-H$, which next-nearest-neighbour hopping breaks. A small second-neighbour hopping $-t'$ adds $3t'-t'H^2/t^2$ to $H$ and moves the band crossing, and with it the Fermi level of the neutral tube, to $E=3t'$. There the AA element gives $\Delta\approx-t'/t^2$ to first order in $t'$, while $\gamma\approx1/(\sqrt3\,nt)$, so $T\approx1+3n^2t'^2/(t^2+3n^2t'^2)$. The loss is therefore close to one channel only while $nt'\ll t$, and for $t'=0.1t$ and $n=10$ this estimate already gives $T\approx1.75$. The perfectly open channel used a perturbation confined to one site. If the neighbours of the vacancy relax or acquire a self-consistent, possibly spin-dependent potential, or if further defects are present, the perturbation has higher rank and can couple to both channel combinations. The model also has no sigma orbitals. Removing a real atom leaves three dangling sigma bonds, whose states can couple to the pi channels through curvature or relaxation and add resonances that are absent here.

The numerical check below computes the transmission by a road that uses no Fourier decomposition. It builds the Hamiltonian from interatomic distances, obtains the lead self-energies from the decaying solutions of the ring-to-ring transfer matrix, deletes the atom, and evaluates $T$ from the Caroli trace. For ten values of $n$ from $1$ to $20$ it compares the bands with the formula of part (a), and at five energies in each window it compares $g$, $T$, the transmission eigenvalues, the channel probabilities, an A and a B vacancy, and $U=1$ hartree with the formulas above, with $g_q$ also found by quadrature. It further confirms, for $n=10$, the slope $S_n$, the thermal average and $T=6$ at $1.02$ times the window edge, and it confirms $T=\tfrac32$ at the half widths for $n=5$, $10$ and $20$. The largest deviation in the vacancy transmission over the grid of $n$ and energies is $3.8\times10^{-7}$.

## Numbers as computed

```
inputs: n = 10, t = 0.1 hartree = 2.7211 eV, d = 2.68 bohr
diameter = 25.592 bohr, ring spacing = 2.3209 bohr
window t sin(pi/n) = 0.030902 hartree = 0.8409 eV
pristine T at 1.02 x window edge = 6.00000
G0 = 1/pi = 0.318310 a.u. = 77.4809 microsiemens
resistance: T=2 6.4532 kohm, T=1 12.9064 kohm
--- E = 0.0 hartree = 0.0000 eV ---
v+ = 0.173205, v- = 0.173205 rings per a.u. of time
Delta = 0.000000, gamma = 0.577350 1/hartree
|t++|^2 = 0.25000, |t--|^2 = 0.25000, |t+-|^2 = 0.25000
T formula = 1.000000, T real space = 1.000000
transmission eigenvalues = 1.00000, 0.00000
G = 0.318310 a.u. = 77.481 microsiemens
--- E = 0.005 hartree = 0.1361 eV ---
v+ = 0.170220, v- = 0.175997 rings per a.u. of time
q=1: mu = 0.304945, Im F = -0.553239, g_q = g_(n-q) = -0.907112 1/hartree
q=2: mu = 0.585655, Im F = -0.508387, g_q = g_(n-q) = -0.434033 1/hartree
q=3: mu = 0.807470, Im F = -0.473397, g_q = g_(n-q) = -0.293136 1/hartree
q=4: mu = 0.949741, Im F = -0.453602, g_q = g_(n-q) = -0.238803 1/hartree
q=5: mu = 0.998749, Im F = -0.447325, g_q = g_(n-q) = -0.223943 1/hartree
Delta = -0.397011, gamma = 0.577832 1/hartree
|t++|^2 = 0.48489, |t--|^2 = 0.49623, |t+-|^2 = 0.16978
T formula = 1.320682, T real space = 1.320682
transmission eigenvalues = 1.00000, 0.32068
G = 0.420386 a.u. = 102.328 microsiemens
T(E) for n = 10, E as fraction of window:
  0.05: E = 0.001545 hartree, T = 1.04261
  0.1: E = 0.003090 hartree, T = 1.15164
  0.2: E = 0.006180 hartree, T = 1.42088
  0.5: E = 0.015451 hartree, T = 1.83834
  0.9: E = 0.027812 hartree, T = 1.97426
  0.999: E = 0.030871 hartree, T = 1.99951
n, window(Ha), gamma0(1/Ha), S_n, halfwidth(Ha), linear est.(Ha), T(0), T(0;U=1Ha)
5, 0.058779, 1.15470, 0.53653, 0.020606, 0.021522, 1.00000, 1.42857
10, 0.030902, 0.57735, 0.78779, 0.007220, 0.007329, 1.00000, 1.75000
20, 0.015643, 0.28868, 1.04178, 0.002753, 0.002771, 1.00000, 1.92308
40, 0.007846, 0.14434, 1.29636, 0.001110, 0.001113, 1.00000, 1.97959
log coefficient 2/(sqrt3 pi) = 0.367553, times ln 2 = 0.254768
S_2000 - S_1000 = 0.254768
kT at 300 K = 9.500435e-04 hartree
n = 5: G/G0 at 300 K = 1.0063
n = 10: G/G0 at 300 K = 1.0465
n = 20: G/G0 at 300 K = 1.1955
largest |T real space - T formula| in tests = 3.8e-07
```
